# The Perdew-Zunger correction on Wannier functions: Bloch operator and finite-size term, part 1

(Sections cited here and not found follow in the second part.)

## Result

Hartree atomic units are used, with electronvolts where stated. An insulating crystal is described in a Born-von Karman supercell of $N$ cells, of volume $\Omega=N\Omega_c$. In each spin channel the occupied states are orthonormal Wannier functions $w_{n\mathbf R}(\mathbf r)=w_{n\mathbf 0}(\mathbf r-\mathbf R)$ with densities $n_{n\mathbf R}=|w_{n\mathbf R}|^2$, and $n_n\equiv n_{n\mathbf 0}$. The Perdew-Zunger energy removes from the density functional the Hartree and exchange-correlation energy of each orbital with itself:

$$E=E_{\rm DFT}-\sum_{\sigma n\mathbf R}\Big(E_H[n_{n\mathbf R}]+E_{xc}[n_{n\mathbf R},0]\Big). \tag{1}$$

The spin label is dropped below, since the equations hold in each channel separately. Define the orbital potential $v_{n\mathbf R}=-v_H[n_{n\mathbf R}]-v_{xc}[n_{n\mathbf R},0]$ and two cell-periodic functions,

$$u_{n\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R-\mathbf r)}w_{n\mathbf R},\qquad V_{n\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R-\mathbf r)}v_{n\mathbf R}w_{n\mathbf R}. \tag{2}$$

With $h$ the Kohn-Sham Hamiltonian and $h_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}he^{i\mathbf k\cdot\mathbf r}$, the energy is stationary when, at every $\mathbf k$ of the mesh,

$$\big(h_{\mathbf k}+\hat V_{\mathbf k}\big)|u_{n\mathbf k}\rangle=\sum_m|u_{m\mathbf k}\rangle\Lambda_{mn}(\mathbf k),\qquad \hat V_{\mathbf k}=\sum_n|V_{n\mathbf k}\rangle\langle u_{n\mathbf k}|,\qquad \Lambda=\Lambda^\dagger. \tag{3}$$

The eigenvalues of $\Lambda(\mathbf k)$ are the occupied bands, and $\Lambda=\Lambda^\dagger$ at all $\mathbf k$ is equivalent to the Pederson condition $\langle w_{m\mathbf 0}|v_{n\mathbf R}-v_{m\mathbf 0}|w_{n\mathbf R}\rangle=0$.

Each $n_n$ carries unit charge, so its Hartree energy in a periodic supercell, $E_H^{\rm per}$, is not the isolated value $E_H^{\rm iso}$ that (1) requires. For a cubic supercell of side $L$ and an orbital of centre $\bar{\mathbf r}=\int n\,\mathbf r$ and spread $\sigma^2=\int n\,|\mathbf r-\bar{\mathbf r}|^2\ll L^2$,

$$E_H^{\rm iso}=E_H^{\rm per}+\frac{\alpha}{2L}-\frac{2\pi\sigma^2}{3\Omega}+O(L^{-5}),\qquad \alpha=2.837297, \tag{4}$$

$$v_H^{\rm iso}(\mathbf r)=v_H^{\rm per}(\mathbf r)+\frac{\alpha}{L}-\frac{2\pi}{3\Omega}\Big(|\mathbf r-\bar{\mathbf r}|^2+\sigma^2\Big)-(\delta\phi*n)(\mathbf r), \tag{5}$$

where the kernel $\delta\phi$ starts at order $r^4/L^5$. No dielectric constant appears.

Brackets between Wannier functions are integrals over the supercell, and brackets between cell-periodic functions are integrals over one cell. The mesh obeys $\sum_{\mathbf R}e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}=N\delta_{\mathbf k\mathbf k'}$ and $\sum_{\mathbf k}e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}=N\delta_{\mathbf R\mathbf R'}$. With $\varphi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}w_{n\mathbf R}$ the second sum rule gives the inverse, $w_{n\mathbf R}=N^{-1}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}\varphi_{n\mathbf k}$. The vectors $\mathbf T$ are lattice vectors of the supercell, and $\mathbf K=\mathbf q+\mathbf G$ are its reciprocal vectors, with $\mathbf q$ on the mesh and $\mathbf G$ a reciprocal vector of the crystal. Fourier components are $n(\mathbf K)=\int e^{-i\mathbf K\cdot\mathbf r}n\,d^3r$, and

$$E_H^{\rm per}=\frac1{2\Omega}\sum_{\mathbf K\neq0}\frac{4\pi|n(\mathbf K)|^2}{K^2}. \tag{6}$$

Localised orbitals are needed because the correction for Bloch orbitals vanishes as $N\to\infty$. A Bloch orbital normalised in the supercell has $n=n_c/N$ with $n_c$ periodic and normalised in one cell. Then $n(\mathbf K)$ is nonzero only at $\mathbf K=\mathbf G$, where it equals the cell integral $n_c(\mathbf G)$, and the prefactor $1/\Omega=1/(N\Omega_c)$ in (6) makes $E_H^{\rm per}\propto 1/N$. Local exchange, $E_x[n,0]=-C_x\int n^{4/3}$ with $C_x=\tfrac34(6/\pi)^{1/3}$, scales as $N\cdot N^{-4/3}=N^{-1/3}$. Both go to zero, and so does the isolated Hartree energy that (1) requires, which falls as $1/L\propto N^{-1/3}$ for a charge spread over the supercell. Yet the occupied space is the one the Wannier functions span. The functional (1) therefore depends on the choice of orbitals within that space, and this choice must be varied as well.

## First derivation: real space

**Variation.** Let $a=(n\mathbf R)$ and $b=(m\mathbf R')$ be combined labels, and treat all $w_a$ as independent. Since $\delta n_a/\delta w_a^*=w_a$, the chain rule gives $\delta E_{\rm DFT}/\delta w_a^*=hw_a$ and, for the second term of (1), $v_aw_a$. Orthonormality is imposed by varying $E-\sum_{ab}\lambda_{ba}(\langle w_a|w_b\rangle-\delta_{ab})$. Variation with respect to $w_a^*$ gives

$$(h+v_a)w_a=\sum_b w_b\lambda_{ba}. \tag{7}$$

Variation with respect to $w_a$, followed by complex conjugation, gives $(h+v_a)w_a=\sum_b w_b\lambda_{ab}^*$. The $w_b$ are linearly independent, so $\lambda_{ba}=\lambda^*_{ab}$. Projecting (7) on $w_b$ gives $\lambda_{ba}=\langle w_b|h+v_a|w_a\rangle$, and because $h$ is Hermitian and $v_b$ is real, $\lambda_{ab}^*=\langle w_b|h+v_b|w_a\rangle$. The terms in $h$ cancel in the difference, which leaves $\langle w_b|v_a-v_b|w_a\rangle=0$, the Pederson condition. It has no counterpart in ordinary Kohn-Sham theory, where all orbitals see one potential and $\lambda$ is Hermitian by itself.

**Translation covariance.** Now set $w_{n\mathbf R}(\mathbf r)=w_{n\mathbf 0}(\mathbf r-\mathbf R)$. The spin density $\sum_{n\mathbf R}n_{n\mathbf R}$ is periodic, so $h$ commutes with lattice translations. The Hartree and exchange-correlation potentials of a translated density are the translated potentials, so $v_{n\mathbf R}(\mathbf r)=v_{n\mathbf 0}(\mathbf r-\mathbf R)$. Shifting the integration variable by $\mathbf R'$ then gives $\lambda_{m\mathbf R',n\mathbf R}=\lambda_{m\mathbf 0,n(\mathbf R-\mathbf R')}$, and equation (7) at $\mathbf R$ is the translate of equation (7) at $\mathbf 0$. A covariant solution of the home-cell equations thus solves all of them. It is a stationary point of the full problem, but nothing here shows that it is stable against distortions that break the lattice symmetry.

**Bloch sum.** Multiply (7) by $e^{i\mathbf k\cdot\mathbf R}$ and sum over $\mathbf R$. The first term is $h\varphi_{n\mathbf k}$. The second is $\chi_{n\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}(v_{n\mathbf 0}w_{n\mathbf 0})(\mathbf r-\mathbf R)$. Replacing $\mathbf r$ by $\mathbf r+\mathbf R_0$ and relabelling $\mathbf R=\mathbf R''+\mathbf R_0$ gives $\chi_{n\mathbf k}(\mathbf r+\mathbf R_0)=e^{i\mathbf k\cdot\mathbf R_0}\chi_{n\mathbf k}(\mathbf r)$, so $V_{n\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\chi_{n\mathbf k}$ is cell-periodic although $v_{n\mathbf 0}$ is not. On the right, write $e^{i\mathbf k\cdot\mathbf R}=e^{i\mathbf k\cdot\mathbf R'}e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}$ and sum over $\mathbf R-\mathbf R'$ at fixed $\mathbf R'$. The double sum factorises into $\sum_m\varphi_{m\mathbf k}\Lambda_{mn}(\mathbf k)$ with

$$\Lambda_{mn}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle w_{m\mathbf 0}|h+v_{n\mathbf R}|w_{n\mathbf R}\rangle. \tag{8}$$

If $\lambda$ is Hermitian, $\Lambda_{nm}^*=\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}\lambda_{m\mathbf R,n\mathbf 0}=\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}\lambda_{m\mathbf 0,n(-\mathbf R)}=\Lambda_{mn}$ after $\mathbf R\to-\mathbf R$. Conversely, $\Lambda-\Lambda^\dagger$ is the lattice Fourier transform of $\lambda-\lambda^\dagger$, and a transform that vanishes at all $N$ points has vanishing coefficients.

**One operator.** Define $\hat V=\sum_{n\mathbf R}|v_{n\mathbf R}w_{n\mathbf R}\rangle\langle w_{n\mathbf R}|$. By orthonormality $\hat Vw_a=v_aw_a$, and a lattice translation only permutes the terms, so $\hat V$ commutes with translations. For any Bloch function $f=e^{i\mathbf k\cdot\mathbf r}\tilde f$, shifting the variable gives $\langle w_{n\mathbf R}|f\rangle=e^{i\mathbf k\cdot\mathbf R}\langle w_{n\mathbf 0}|f\rangle$. Inserting $w_{n\mathbf 0}=N^{-1}\sum_{\mathbf k'}\varphi_{n\mathbf k'}$, only $\mathbf k'=\mathbf k$ survives, and its supercell integral is $N$ times the cell integral, so $\langle w_{n\mathbf 0}|f\rangle=\langle u_{n\mathbf k}|\tilde f\rangle$. Hence $\hat Vf=\sum_n\chi_{n\mathbf k}\langle u_{n\mathbf k}|\tilde f\rangle$, which is $\hat V_{\mathbf k}$ of (3). Its kernel $\sum_nV_{n\mathbf k}(\mathbf r)u^*_{n\mathbf k}(\mathbf r')$ is periodic in each argument, nonlocal, and of rank at most the number of occupied bands.

This operator is not Hermitian. With $P=\sum_n|u_{n\mathbf k}\rangle\langle u_{n\mathbf k}|$ and $Q=1-P$ one has $\hat V_{\mathbf k}=Q\hat V_{\mathbf k}P+P\hat V_{\mathbf k}P$. A Hermitian operator is

$$\hat V^H_{\mathbf k}=Q\hat V_{\mathbf k}P+P\hat V^\dagger_{\mathbf k}Q+\tfrac12P\big(\hat V_{\mathbf k}+\hat V^\dagger_{\mathbf k}\big)P. \tag{9}$$

At a stationary point $P\hat V_{\mathbf k}P=P\Lambda P-Ph_{\mathbf k}P$ is Hermitian, so $\hat V^H_{\mathbf k}P=\hat V_{\mathbf k}P$ and (3) holds with either operator. If $\Lambda Y=Y\varepsilon$ with $Y$ unitary and $\varepsilon$ diagonal, then $\psi_{j\mathbf k}=\sum_nu_{n\mathbf k}Y_{nj}$ satisfies $(h_{\mathbf k}+\hat V^H_{\mathbf k})\psi_{j\mathbf k}=\varepsilon_j\psi_{j\mathbf k}$. Two procedures fail here. One is to form Wannier functions by summing the $\psi_{j\mathbf k}$ over $\mathbf k$ directly, without the rotation back $u_{n\mathbf k}=\sum_j\psi_{j\mathbf k}Y^*_{nj}$: the operator must be built from the $u_{n\mathbf k}$ of the minimising gauge. The other is to diagonalise (9) repeatedly and regard that as the full solution: (9) has discarded the anti-Hermitian part, which is the force on the gauge, so the Pederson condition must be met separately. The block $Q\hat V^HQ$ is not fixed by (1), which contains only occupied orbitals. It is zero in (9) by choice, and empty levels are then the eigenvalues of $Qh_{\mathbf k}Q$.

**The periodic kernel.** Inserting the definition of $n(\mathbf K)$ in (6) gives $E_H^{\rm per}=\tfrac12\iint n(\mathbf r)n(\mathbf r')\phi(\mathbf r-\mathbf r')$ with $\phi(\mathbf r)=(4\pi/\Omega)\sum_{\mathbf K\ne0}e^{i\mathbf K\cdot\mathbf r}/K^2$. Since $\Omega^{-1}\sum_{\mathbf K}e^{i\mathbf K\cdot\mathbf r}=\sum_{\mathbf T}\delta(\mathbf r-\mathbf T)$ with $\mathbf K=0$ included,

$$\nabla^2\phi=-\frac{4\pi}\Omega\sum_{\mathbf K\neq0}e^{i\mathbf K\cdot\mathbf r}=-4\pi\sum_{\mathbf T}\delta(\mathbf r-\mathbf T)+\frac{4\pi}\Omega .$$

The kernel is the potential of a lattice of unit charges in a uniform background of opposite sign. Using $\nabla^2(1/r)=-4\pi\delta$ and $\nabla^2r^2=6$, the function $\phi-1/r-2\pi r^2/(3\Omega)$ is harmonic for $r<L$, so it is a series of harmonic polynomials with the symmetry of the cube. Odd degrees are excluded by inversion. A harmonic quadratic is $\mathbf r\cdot A\mathbf r$ with $\operatorname{tr}A=0$; the reflections $x\to-x$ and so on remove its off-diagonal elements, permutations of the axes make the diagonal ones equal, and the zero trace makes them vanish. The constant scales as $1/L$, because $\phi_L(\mathbf r)=\phi_1(\mathbf r/L)/L$, and is written $-\alpha/L$. Thus

$$\phi(\mathbf r)=\frac1r-\frac\alpha L+\frac{2\pi r^2}{3\Omega}+\delta\phi(\mathbf r), \tag{10}$$

with $\delta\phi$ of degree four and higher.

The constant follows from the Ewald split $1=e^{-K^2/4\eta^2}+(1-e^{-K^2/4\eta^2})$. The Gaussian charge $(\eta^2/\pi)^{3/2}e^{-\eta^2r^2}$ has transform $e^{-K^2/4\eta^2}$ and potential $\operatorname{erf}(\eta r)/r$, so $\operatorname{erfc}(\eta r)/r$ has transform $4\pi(1-e^{-K^2/4\eta^2})/K^2$, whose value at $K=0$ is $\pi/\eta^2$. The lattice sum of $\operatorname{erfc}(\eta r)/r$ contains that $\mathbf K=0$ term divided by $\Omega$, and $\phi$ does not, so it is subtracted. As $r\to0$, $\operatorname{erfc}(\eta r)/r-1/r\to-2\eta/\sqrt\pi$. Therefore

$$-\frac\alpha L=\frac{4\pi}\Omega\sum_{\mathbf K\neq0}\frac{e^{-K^2/4\eta^2}}{K^2}+\sum_{\mathbf T\ne0}\frac{\operatorname{erfc}(\eta T)}{T}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2\Omega}. \tag{11}$$

The remainder has a closed form, $\delta\phi=\sum_{\mathbf T\neq0}\big(|\mathbf r-\mathbf T|^{-1}-T^{-1}\big)$ summed over complete spherical shells. In the expansion $|\mathbf r-\mathbf T|^{-1}=\sum_lr^lP_l(\cos\gamma)/T^{l+1}$ for distant shells, the terms $l=1,2,3$ cancel within each shell by the symmetry argument above, and the rest is $O(r^4/T^5)$, which sums absolutely. The difference between this sum and $\delta\phi$ of (10) has no singularity, since both have the same poles, and is harmonic everywhere. It grows at most as $r^2$: the images with $T<2r$ number $O(r^3)$ and contribute $O(r^2)$ together, and the others give $r^4\sum_{T>2r}T^{-5}=O(r^2)$. It is then a harmonic polynomial of degree at most two, with cubic symmetry and zero at the origin, so it vanishes. The cubic quartics are $x^4+y^4+z^4$ and $r^4$, with Laplacians $12r^2$ and $20r^2$, so the harmonic one is $K_4=x^4+y^4+z^4-\tfrac35r^4$. On the $x$ axis $K_4=\tfrac25x^4$, while the $l=4$ sum is $x^4S_4/L^5$ with $S_4=\sum' P_4(t_x/t)/t^5$ over the unit lattice. Hence $\delta\phi=\tfrac52S_4K_4/L^5+O(r^6/L^7)$, and the sum gives $S_4=3.1082$.

**Energy and potential.** For $\int n=1$, expanding the square gives $\iint nn'|\mathbf r-\mathbf r'|^2=2\int nr^2-2|\bar{\mathbf r}|^2=2\sigma^2$. Integrating (10) against $\tfrac12nn'$,

$$E_H^{\rm per}=E_H^{\rm iso}-\frac\alpha{2L}+\frac12\cdot\frac{2\pi}{3\Omega}\cdot2\sigma^2+\frac{5S_4}{4L^5}\langle K_4\rangle+\dots,$$

where $\langle K_4\rangle=\iint nn'K_4(\mathbf r-\mathbf r')$. This is (4). Integrating (10) against $n'$ alone, and writing $\mathbf r-\mathbf r'=(\mathbf r-\bar{\mathbf r})-(\mathbf r'-\bar{\mathbf r})$ so that the cross term averages to zero, gives $\int n'|\mathbf r-\mathbf r'|^2=|\mathbf r-\bar{\mathbf r}|^2+\sigma^2$ and so (5). For a spherical density the distribution of $\mathbf r-\mathbf r'$ is spherical, the spherical mean of the harmonic function $\delta\phi$ equals its value zero at the origin, and (4) is exact apart from the overlap with the images.

## Second derivation: reciprocal space

**Variables and constraint.** Take the $u_{n\mathbf k}$ at the $N$ mesh points as the unknowns, with $u_{n,\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k}$, which follows from (2). Bloch functions at different $\mathbf k$ are orthogonal, so $\langle w_{m\mathbf 0}|w_{n\mathbf R}\rangle=N^{-1}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}\langle u_{m\mathbf k}|u_{n\mathbf k}\rangle$. This equals $\delta_{mn}\delta_{\mathbf R\mathbf 0}$ exactly when $\langle u_{m\mathbf k}|u_{n\mathbf k}\rangle=\delta_{mn}$ at every $\mathbf k$, by inversion of the transform. The constraint is local in $\mathbf k$ and leaves a unitary matrix $U(\mathbf k)$ free.

**The orbital density.** From $w_{n\mathbf 0}=N^{-1}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$,

$$n_n(\mathbf q+\mathbf G)=\frac1{N^2}\sum_{\mathbf k\mathbf k'}\int_\Omega e^{i(\mathbf k'-\mathbf k-\mathbf q)\cdot\mathbf r}e^{-i\mathbf G\cdot\mathbf r}u^*_{n\mathbf k}u_{n\mathbf k'}=\frac1N\sum_{\mathbf k}\langle u_{n\mathbf k}|e^{-i\mathbf G\cdot\mathbf r}|u_{n,\mathbf k+\mathbf q}\rangle, \tag{12}$$

because the sum over cells selects $\mathbf k'=\mathbf k+\mathbf q$ and supplies a factor $N$. For $\mathbf q\neq0$ this depends on the relative phases of the $u$ at different $\mathbf k$. A gauge change that mixes bands can alter the components at $\mathbf q=0$, $\mathbf G\neq0$ as well.

**Gradient.** Let $\mathcal E=E/N$. The orbital term changes by $\int v_{n\mathbf 0}\,\delta n_n=\Omega^{-1}\sum_{\mathbf K}v_n(\mathbf K)^*\delta n_n(\mathbf K)$ by Parseval's relation, and the Hartree part of $v_n(\mathbf K)$ is $-4\pi n_n(\mathbf K)/K^2$ from (6). Equation (12) gives $\delta n_n(\mathbf K)/\delta u^*_{n\mathbf k}=N^{-1}e^{-i\mathbf G\cdot\mathbf r}u_{n,\mathbf k+\mathbf q}$. The Kohn-Sham part contributes $N^{-1}h_{\mathbf k}u_{n\mathbf k}$. So $N\,\delta\mathcal E/\delta u^*_{n\mathbf k}=g_{n\mathbf k}=h_{\mathbf k}u_{n\mathbf k}+V_{n\mathbf k}$, with

$$V_{n\mathbf k}(\mathbf r)=\frac1\Omega\sum_{\mathbf q,\mathbf G}v_n(\mathbf q+\mathbf G)^*\,e^{-i\mathbf G\cdot\mathbf r}u_{n,\mathbf k+\mathbf q}(\mathbf r). \tag{13}$$

This is periodic by inspection, and it is the function in (2). Since $v_{n\mathbf 0}$ is real, $v_{n\mathbf 0}(\mathbf r-\mathbf R)=\Omega^{-1}\sum_{\mathbf K}v_n(\mathbf K)^*e^{-i\mathbf K\cdot(\mathbf r-\mathbf R)}$. Inserting this in (2) and using $e^{i\mathbf G\cdot\mathbf R}=1$, the sum over $\mathbf R$ is $\sum_{\mathbf R}e^{i(\mathbf k+\mathbf q)\cdot\mathbf R}w_{n\mathbf R}=e^{i(\mathbf k+\mathbf q)\cdot\mathbf r}u_{n,\mathbf k+\mathbf q}$, and the remaining exponentials combine to $e^{-i\mathbf G\cdot\mathbf r}$. The operator is diagonal in $\mathbf k$, but its construction uses the whole mesh, as exact exchange does.

The real-space derivation of the Bloch operator and the finite-size terms is complete, and the reciprocal-space derivation has reached the energy gradient and the form (13) of $V_{n\mathbf k}$. It remains to impose stationarity under the allowed variations, to derive the finite-size term in reciprocal space, and to compare the assumptions of the two derivations and test the results on a worked example.
